# How SVD truncation of electron–phonon coupling affects λ and scattering rates, part 1

(Sections cited here and not found follow in the later parts.)

## Definitions and conventions

The crystal has one atom of mass $M$ per cell, lattice vectors $\mathbf R$ and cell area $A$. The formulas are written for two dimensions, and the dimension matters only where stated. An isolated group of bands is spanned by real orthonormal Wannier functions $w_i(\mathbf r-\mathbf R)=|i\mathbf R\rangle$, with Bloch sums $|i\mathbf k\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|i\mathbf R\rangle$. The Hamiltonian $H_{ij}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle i\mathbf 0|H|j\mathbf R\rangle$ has eigenvalues $E_{n\mathbf k}$ and a unitary eigenvector matrix $U_{jn}(\mathbf k)$. The coupling is short-ranged: a long-range polar part, if present, is subtracted first and treated analytically.

The object to be compressed is the derivative of the potential with respect to the displacement $u_\alpha$ of the atom in cell $\mathbf R_p$,

$$G^{F}(\mathbf R_e,\mathbf R_p)=\Big\langle i\mathbf 0\Big|\frac{\partial V}{\partial u_\alpha(\mathbf R_p)}\Big|j\mathbf R_e\Big\rangle ,\qquad F=(i,j,\alpha),$$

in newtons. A triple $F$ is a channel. Each of $\mathbf R_e,\mathbf R_p$ runs over $N_R=N^2$ vectors of a box with $N$ odd, centred on the origin, so $G^F$ is a real $N_R\times N_R$ matrix. The interpolated matrix elements in the Wannier and band bases are

$$d^{F}(\mathbf k,\mathbf q)=\sum_{\mathbf R_e\mathbf R_p}e^{i\mathbf k\cdot\mathbf R_e+i\mathbf q\cdot\mathbf R_p}G^F(\mathbf R_e,\mathbf R_p),\qquad d^\alpha_{mn}=\sum_{ij}U^*_{im}(\mathbf k+\mathbf q)\,d^{ij\alpha}\,U_{jn}(\mathbf k).$$

The force-constant matrix $\Phi(\mathbf q)$ is real symmetric for one atom per cell, with $\Phi\,\mathbf e_\nu=M\omega_\nu^2\mathbf e_\nu$. A quantized mode has displacement amplitude $\sqrt{\hbar/2M\omega_\nu}$, so the coupling in joules is $g_{mn\nu}=\sqrt{\hbar/2M\omega_\nu}\;\mathbf e_\nu\cdot\mathbf d_{mn}$. $N_F$ is the density of states at $E_F$ per spin and cell. $\|G\|^2$ is the sum of squares over all channels and vectors, $G_N$ is a truncated tensor, $\delta G=G-G_N$, and $\varepsilon=\|\delta G\|/\|G\|$. Relative errors of observables are $(X-X_N)/X$, so a negative value is an overestimate.

### The observables as quadratic forms

With the Eliashberg function $\alpha^2F(\omega)=N_F^{-1}\langle\sum_{mn\nu}|g|^2\delta(\hbar\omega-\hbar\omega_\nu)\,\delta\delta'\rangle_{\mathbf k\mathbf q}$, where $\delta\delta'=\delta(E_{n\mathbf k}-E_F)\,\delta(E_{m\mathbf k+\mathbf q}-E_F)$ and the brackets are zone means, $\lambda=2\int d\omega\,\alpha^2F/\omega$. The frequency integral gives $1/\hbar\omega_\nu$, and inserting $g$,

$$\lambda=\frac{2}{N_F}\Big\langle\sum_{mn\nu}\frac{\hbar}{2M\omega_\nu}\frac{|\mathbf e_\nu\cdot\mathbf d_{mn}|^2}{\hbar\omega_\nu}\,\delta\delta'\Big\rangle=\frac1{N_F}\Big\langle\sum_{mn}\mathbf d_{mn}^\dagger\,\Phi^{-1}(\mathbf q)\,\mathbf d_{mn}\,\delta\delta'\Big\rangle ,$$

because $\sum_\nu\mathbf e_\nu\mathbf e_\nu^T/M\omega_\nu^2$ is the spectral form of $\Phi^{-1}$. The mass and $\hbar$ cancel.

The deltas are taken sharp. For a closed sheet that each ray from its centre cuts once, $\mathbf k=\kappa(\theta)\hat{\mathbf n}(\theta)$, and $d^2k=\kappa\,d\kappa\,d\theta$ gives

$$\frac{A}{(2\pi)^2}\int d^2k\,\delta(E_{n\mathbf k}-E_F)\,(\dots)=\oint d\theta\,\rho(\theta)\,(\dots),\qquad \rho=\frac{A}{(2\pi)^2}\frac{\kappa}{|\partial E/\partial\kappa|}.$$

Writing $\oint$ for the integral summed over sheets, $N_F=\oint\rho\,d\theta$, and we define the form

$$\lambda[x,y]=\frac1{N_F}\oint\!\!\oint d\theta\,d\theta'\rho\rho'\;\mathbf x^\dagger\Phi^{-1}(\mathbf k'-\mathbf k)\,\mathbf y,\qquad\lambda[x]=\lambda[x,x],\qquad\lambda=\lambda[d].$$

It is Hermitian and positive semidefinite, since $\rho>0$ and $\Phi^{-1}$ is positive for a stable lattice.

The scattering rate to lowest order in $g$ (golden rule, inverse quasiparticle lifetime) has an absorption term with factor $n_B+f'$ and an emission term with factor $n_B+1-f'$, where $f'$ is the occupation of the final state. For a state at $E_F$, with $x=\hbar\omega/k_BT$, absorption ends at $E_F+\hbar\omega$, where $f'=1/(e^x+1)$. Emission ends at $E_F-\hbar\omega$, where $1-f'=1-1/(e^{-x}+1)=1/(e^x+1)$. The sum is

$$2\Big[\frac1{e^x-1}+\frac1{e^x+1}\Big]=\frac{4e^x}{e^{2x}-1}=\frac{2}{\sinh x}.$$

In the quasi-elastic approximation $\hbar\omega$ is dropped inside the energy deltas, which requires it to be small on the scale over which $\rho$ and $d$ vary with energy. For acoustic modes it also requires the sound velocity $c_s$ to be small against the Fermi velocity $v_F$: the energy transfer displaces the final state across the contour by $(c_s/v_F)\,q$, a correction of relative order $(c_s/v_F)^2$ that does not vanish as $T\to0$. Then

$$\Gamma_{\mathbf k}=\frac{2\pi}{\hbar}\oint d\theta'\rho'\sum_\nu\frac{\hbar}{2M\omega_\nu}\,|\mathbf e_\nu\cdot\mathbf d|^2\,\frac{2}{\sinh(\hbar\omega_\nu/k_BT)} .$$

For $k_BT\gg\hbar\omega$, $2/\sinh x\to2k_BT/\hbar\omega$, the mode sum becomes $k_BT\,\mathbf d^\dagger\Phi^{-1}\mathbf d$, and the average with weight $\rho/N_F$ is $\langle\Gamma\rangle\to2\pi\lambda k_BT/\hbar$. Each $\Gamma_{\mathbf k}$ is again a positive quadratic form in $d$, so every inequality derived for $\lambda$ holds for it with the weight replaced.

## The scheme

Each channel is factorized separately,

$$G^F=\sum_\gamma s^F_\gamma\,u^F_\gamma\,(v^F_\gamma)^T,\qquad s_1\ge s_2\ge\dots\ge0,$$

with orthonormal $u_\gamma(\mathbf R_e)$ and orthonormal $v_\gamma(\mathbf R_p)$, and the $N_c$ largest terms are kept. The double Fourier sum then separates:

$$d_N^F(\mathbf k,\mathbf q)=\sum_{\gamma\le N_c}s_\gamma\,u_\gamma(\mathbf k)\,v_\gamma(\mathbf q),\quad u_\gamma(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}u_\gamma(\mathbf R),\quad v_\gamma(\mathbf q)=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}v_\gamma(\mathbf R).$$

No matrix of rank $N_c$ is closer to $G^F$ in the Frobenius norm (the Eckart–Young theorem). Let $X$ have rank at most $N_c$ and let $\Pi$ project on its row space, so $X=X\Pi$. Splitting every row into its parts inside and outside that space gives $\|G-X\|^2=\|G\Pi-X\|^2+\|G(1-\Pi)\|^2\ge\|G\|^2-\|G\Pi\|^2$. Orthonormality of the $u_\gamma$ gives $\|G\Pi\|^2=\sum_\gamma s_\gamma^2c_\gamma$ with $c_\gamma=\|\Pi v_\gamma\|^2$. Each $c_\gamma$ lies in $[0,1]$ and $\sum_\gamma c_\gamma=\operatorname{tr}\Pi\le N_c$, so the sum is largest when the weight sits on the $N_c$ largest $s_\gamma$. Hence $\|G-X\|^2\ge\sum_{\gamma>N_c}s_\gamma^2$, and the truncated SVD attains it. Summed over channels,

$$\varepsilon^2=\frac{\sum_F\sum_{\gamma>N_c}(s^F_\gamma)^2}{\|G\|^2}.$$

## Where the error is of second order

On a uniform grid of $n_g\times n_g$ points with $n_g\ge N$ and any shift, the mean of $e^{i\mathbf q\cdot(\mathbf R-\mathbf R')}$ is $\delta_{\mathbf R\mathbf R'}$. The reason is that the integer components of $\mathbf R-\mathbf R'$ are at most $N-1$ in modulus, and the geometric sum over the grid vanishes unless they are multiples of $n_g$. Therefore $\langle v^*_\gamma(\mathbf q)v_{\gamma'}(\mathbf q)\rangle_{\mathbf q}=\sum_{\mathbf R}v_\gamma v_{\gamma'}=\delta_{\gamma\gamma'}$ within one channel, and likewise for $u$. Two results follow.

Averaging over both wavevectors, $\langle\sum_F|\delta d^F|^2\rangle_{\mathbf k\mathbf q}=\sum_F\sum_{\gamma>N_c}s_\gamma^2$. The band-basis sum $\sum_{mn\alpha}|\delta d^\alpha_{mn}|^2$ has the same value, since unitary factors preserve the Frobenius norm.

At fixed $\mathbf k$, $\langle|d^F|^2\rangle_{\mathbf q}=\sum_{\gamma\gamma'}s_\gamma s_{\gamma'}u^*_\gamma u_{\gamma'}\delta_{\gamma\gamma'}=\sum_\gamma s_\gamma^2|u_\gamma(\mathbf k)|^2$, and subtracting the same expression for $d_N$,

$$\Big\langle\sum_F\big(|d^F|^2-|d^F_N|^2\big)\Big\rangle_{\mathbf q}=\sum_F\sum_{\gamma>N_c}s_\gamma^2\,|u_\gamma(\mathbf k)|^2\ \ge0 .$$

The cross term between kept and discarded parts vanishes, so any average of the band-summed $|d|^2$ with a weight $w(\mathbf k)\ge0$ is underestimated, at second order in the discarded singular values. Exchanging the roles of $u$ and $v$ gives the same for a weight $w(\mathbf q)$. Both statements need a weight that does not connect different channels.

Resolving the initial band already breaks this. Summing over $m$ removes $U(\mathbf k+\mathbf q)$ and leaves $\sum_{i\alpha}|\sum_jd^{ij\alpha}U_{jn}|^2$, whose cross term is

$$C_n(\mathbf k)=2\operatorname{Re}\sum_{i\alpha}\sum_{j\ne j'}U^*_{jn}U_{j'n}\big\langle d_N^{ij\alpha\,*}\,\delta d^{ij'\alpha}\big\rangle_{\mathbf q}.$$

The terms $j=j'$ vanish as above. The terms $j\neq j'$ contain overlaps of a kept $v$ of channel $(i,j,\alpha)$ with a discarded $v$ of channel $(i,j',\alpha)$, and these come from different factorizations and are not orthogonal. Only the sum over $n$, through $\sum_nU^*_{jn}U_{j'n}=\delta_{jj'}$, removes them. The weights in $\lambda$ and $\Gamma$ resolve both bands, tie $\mathbf k$ to $\mathbf q$ through the deltas, and connect Cartesian channels through $\Phi^{-1}$. The estimate "relative error $\varepsilon^2$, always an underestimate" does not apply to them.

## Propagation to $\lambda$ and $\Gamma$ for bounded weights

Insert $d=d_N+\delta d$ in the Hermitian form:

$$\lambda-\lambda_N=2\operatorname{Re}\lambda[d_N,\delta d]+\lambda[\delta d].$$

The tail term is non-negative and quadratic in $\delta G$. The cross term is linear in $\delta G$ and has either sign. A positive semidefinite form obeys the Cauchy–Schwarz inequality $|\lambda[x,y]|\le\sqrt{\lambda[x]\lambda[y]}$, so $\lambda$ lies between $(\sqrt{\lambda_N}-\sqrt{\lambda[\delta d]})^2$ and $(\sqrt{\lambda_N}+\sqrt{\lambda[\delta d]})^2$, which is

$$\big|\sqrt\lambda-\sqrt{\lambda_N}\big|\le\sqrt{\lambda[\delta d]} .$$

With $\eta=\lambda[\delta d]/\lambda$ this reads $|1-\sqrt{\lambda_N/\lambda}|\le\sqrt\eta$. Multiplying by $1+\sqrt{\lambda_N/\lambda}\le2+\sqrt\eta$ gives

$$|\lambda-\lambda_N|/\lambda\le2\sqrt\eta+\eta .$$

Since $\eta$ scales as $\varepsilon^2$, the error can be of first order in $\varepsilon$. Its actual size is set by the cosine $c=\operatorname{Re}\lambda[d_N,\delta d]/\sqrt{\lambda_N\lambda[\delta d]}$, which orthogonality fixes at zero for the weights of the previous section and which nothing fixes on a Fermi surface.

A bound on $\eta$ from singular values alone follows from the spectral norm. The element $\delta d^F$ is $a^T\delta G^F b$ with phase vectors $a,b$ of length $\sqrt{N_R}$, and the largest singular value of $\delta G^F$ is $s^F_{N_c+1}$, so $|\delta d^F|\le N_R\,s^F_{N_c+1}$ at every $(\mathbf k,\mathbf q)$. The columns of $U$ are unit vectors, so $|\delta d^\alpha_{mn}|^2\le\sum_{ij}|\delta d^{ij\alpha}|^2$. For Einstein phonons, $\Phi=K_E\mathbf 1$, the weights integrate to $N_F^2$ and

$$\lambda[\delta d]\le\frac{N_F\,N_R^2}{K_E}\sum_F\big(s^F_{N_c+1}\big)^2 .$$

For a general $\Phi$, $K_E$ is replaced by the smallest eigenvalue of $\Phi$ over the connecting vectors $\mathbf q$. The bound assumes that both phase vectors align with the first discarded pair everywhere on the Fermi surface, which makes it loose, and it is void for acoustic phonons, whose smallest eigenvalue is zero.

For zone averages that do not connect different channels the truncation error is of second order, while for $\lambda$ and $\Gamma$ it can be of first order in $\varepsilon$ and of either sign, with $|\lambda-\lambda_N|/\lambda\le2\sqrt\eta+\eta$. What remains is the acoustic case, where $\Phi^{-1}$ is unbounded at small $\mathbf q$ and the singular-value bound is void, and then a numerical example.
